# Energy release of a long, straight edge delamination in a stressed film: a program that tests the result

```python
"""Steady delamination of a tensile film from a long straight edge.

Result under test: G = (1 - nu^2) sigma^2 h / (2 E), where
G = energy released per area of new interface crack, sigma = equal biaxial
film stress, h = film thickness, E = Young's modulus, nu = Poisson's ratio.
Axes: x normal to the crack front, y along the front, z normal to the film.
Working units: nm and GPa, so that energy per area is GPa nm = J/m^2.
"""
import numpy as np
from scipy import constants as const
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

h, sigma, E, nu = 1000.0, 1.0, 200.0, 0.25
E_glass, nu_glass, H_glass = 70.0, 0.20, 700000.0   # rough round values

M_film = E / (1 - nu**2)
G = (1 - nu**2) * sigma**2 * h / (2 * E)
U_ahead = (1 - nu) * sigma**2 * h / E
U_behind = (1 - nu)**2 * sigma**2 * h / (2 * E)

# Three-dimensional Hooke law: relax x and z at fixed strain along y.
compliance = ((1 + nu) * np.eye(3) - nu * np.ones((3, 3))) / E
stiffness = np.linalg.inv(compliance)
strain_ahead = compliance @ np.array([sigma, sigma, 0.0])
strain_behind = strain_ahead.copy()
relaxed = [0, 2]
strain_behind[relaxed] = np.linalg.solve(
    stiffness[np.ix_(relaxed, relaxed)],
    -stiffness[relaxed, 1] * strain_ahead[1])
stress_behind = stiffness @ strain_behind
stored_3d = 0.5 * h * strain_ahead @ stiffness @ strain_ahead
kept_3d = 0.5 * h * strain_behind @ stiffness @ strain_behind
assert np.isclose(stored_3d, U_ahead, rtol=1e-10)
assert np.isclose(kept_3d, U_behind, rtol=1e-10)
assert np.isclose(stored_3d - kept_3d, G, rtol=1e-10)
assert np.isclose(stress_behind[1], (1 - nu) * sigma, rtol=1e-10)

# Plane-strain finite elements: film with initial stress on an elastic bed.
CELLS = 4                         # square cells per film thickness
CELL = h / CELLS


def element(young, poisson):
    """Stiffness and initial-stress force of a four-node square."""
    factor = young / ((1 + poisson) * (1 - 2 * poisson))
    D = factor * np.array([[1 - poisson, poisson, 0],
                           [poisson, 1 - poisson, 0],
                           [0, 0, (1 - 2 * poisson) / 2]])
    sx, sz = np.array([-1, 1, 1, -1]), np.array([-1, -1, 1, 1])
    K, force = np.zeros((8, 8)), np.zeros(8)
    for p in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
        for q in (-1 / np.sqrt(3), 1 / np.sqrt(3)):
            dx = sx * (1 + sz * q) / (2 * CELL)
            dz = sz * (1 + sx * p) / (2 * CELL)
            B = np.zeros((3, 8))
            B[0, 0::2], B[1, 1::2] = dx, dz
            B[2, 0::2], B[2, 1::2] = dz, dx
            K += B.T @ D @ B * CELL**2 / 4
            force -= B.T @ np.array([sigma, 0, 0]) * CELL**2 / 4
    return K, force


def element_dofs(nodes):
    quads = np.stack([nodes[:-1, :-1], nodes[1:, :-1],
                      nodes[1:, 1:], nodes[:-1, 1:]], -1).reshape(-1, 4)
    return np.stack([2 * quads, 2 * quads + 1], -1).reshape(-1, 8)


def solve_crack(crack_cells, young_bed, poisson_bed):
    """Potential energy per length of front, and crack-face opening."""
    margin, length, depth = 8 * CELLS, 60 * CELLS, 6 * CELLS
    bed = np.arange((margin + length + 1) * (depth + 1))
    bed = bed.reshape(margin + length + 1, depth + 1)
    film = bed.size + np.arange((length + 1) * (CELLS + 1))
    film = film.reshape(length + 1, CELLS + 1)
    size = 2 * (bed.size + film.size)
    film[crack_cells:, 0] = bed[margin + crack_cells:, -1]
    K_film, f_film = element(E, nu)
    K_bed, _ = element(young_bed, poisson_bed)
    d_film, d_bed = element_dofs(film), element_dofs(bed)
    dofs = np.vstack([d_film, d_bed])
    values = np.concatenate([np.tile(K_film.ravel(), len(d_film)),
                             np.tile(K_bed.ravel(), len(d_bed))])
    rows = np.repeat(dofs, 8, axis=1).ravel()
    cols = np.tile(dofs, (1, 8)).ravel()
    K = coo_matrix((values, (rows, cols)), shape=(size, size)).tocsr()
    force = np.zeros(size)
    np.add.at(force, d_film.ravel(), np.tile(f_film, len(d_film)))
    fixed = np.concatenate([2 * bed[:, 0], 2 * bed[:, 0] + 1,
                            2 * bed[-1], 2 * film[-1]])
    free = np.setdiff1d(np.unique(dofs), fixed)
    u = np.zeros(size)
    u[free] = spsolve(K[free][:, free].tocsc(), force[free])
    lower = bed[margin:margin + crack_cells, -1]
    opening = u[2 * film[:crack_cells, 0] + 1] - u[2 * lower + 1]
    return -0.5 * force @ u, opening


def release_from_energy(crack_in_h, young_bed, poisson_bed):
    n = crack_in_h * CELLS
    low, _ = solve_crack(n - 1, young_bed, poisson_bed)
    high, opening = solve_crack(n + 1, young_bed, poisson_bed)
    return (low - high) / (2 * CELL), opening.min()


G_same, gap_same = release_from_energy(12, E, nu)
G_soft, gap_soft = release_from_energy(12, E_glass, nu_glass)
assert abs(G_same / G - 1) < 2e-3     # finite model length
assert abs(G_soft / G - 1) < 2e-3
assert gap_same > 0 and gap_soft > 0
short = {a: release_from_energy(a, E_glass, nu_glass)[0] for a in (1, 2, 4)}
assert abs(short[4] / G - 1) < 2e-2   # remaining edge effect


def laminate_energy(layers):
    """Least energy per area over stretch and curvature in the x-z plane.

    Each layer: bottom, top, plane-strain modulus, initial stress function.
    """
    points, weights = np.polynomial.legendre.leggauss(5)
    scale = max(layer[1] for layer in layers)
    matrix, target = [], []
    for bottom, top, modulus, stress in layers:
        z = (top + bottom) / 2 + points * (top - bottom) / 2
        root = np.sqrt(weights * (top - bottom) / 2 * modulus)
        matrix.append(np.column_stack([root, root * z / scale]))
        target.append(-root * stress(z) / modulus)
    A, b = np.vstack(matrix), np.concatenate(target)
    best = np.linalg.lstsq(A, b, rcond=None)[0]
    return 0.5 * np.sum((A @ best - b)**2)


# Stress gradient: the free flap curls and loses all of its x stress.
s_grad = 0.3                          # rough chosen amplitude, GPa


def graded(z):
    return sigma + s_grad * (2 * z / h - 1)


z_points, z_weights = np.polynomial.legendre.leggauss(5)
z_film = h * (z_points + 1) / 2
bonded = np.sum(z_weights * h / 2 * graded(z_film)**2) / (2 * M_film)
curled = laminate_energy([(0.0, h, M_film, graded)])
gradient_gain = s_grad**2 / (3 * sigma**2)
assert curled < 1e-10 * G
assert np.isclose((bonded - curled) / G - 1, gradient_gain, rtol=1e-8)

# Free glass plate of finite thickness: part of the stress relaxes earlier.
M_glass = E_glass / (1 - nu_glass**2)
G_plate = laminate_energy([
    (0.0, H_glass, M_glass, lambda z: 0 * z),
    (H_glass, H_glass + h, M_film, lambda z: sigma + 0 * z)])
plate_loss = 1 - G_plate / G
plate_leading = 4 * M_film * h / (M_glass * H_glass)
assert abs(plate_loss / plate_leading - 1) < 0.03   # next order in h/H

# Cooling with a film that contracts more than the glass (rough choices).
d_alpha, d_T = 3e-6, 100.0
cooling_strain = np.array([d_alpha * d_T, d_alpha * d_T])
plane_stiffness = np.linalg.inv(compliance[:2, :2])
d_sigma = (plane_stiffness @ cooling_strain)[0]
assert np.isclose(d_sigma, E * d_alpha * d_T / (1 - nu), rtol=1e-10)
thermal_gain = (1 + d_sigma / sigma)**2 - 1

# The same formula evaluated in atomic units, then converted.
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
pressure_au = hartree / bohr**3
sigma_au, E_au = sigma * 1e9 / pressure_au, E * 1e9 / pressure_au
h_au = h * 1e-9 / bohr
G_au = (1 - nu**2) * sigma_au**2 * h_au / (2 * E_au)
G_eV = G_au * hartree_eV / (bohr / const.angstrom)**2
assert np.isclose(G_eV, G * const.angstrom**2 / const.e, rtol=1e-8)

print(f"film thickness h: {h:.0f} nm")
print(f"film stress sigma: {sigma:.2f} GPa")
print(f"Young's modulus E: {E:.0f} GPa")
print(f"Poisson's ratio nu: {nu:.2f} (no unit)")
print(f"plane-strain modulus of film: {M_film:.1f} GPa")
print(f"biaxial strain ahead: {100 * strain_ahead[0]:.3f} %")
print(f"stress along front behind tip: {stress_behind[1]:.3f} GPa")
print(f"stored energy ahead: {U_ahead:.3f} J/m^2")
print(f"energy kept behind: {U_behind:.3f} J/m^2")
print(f"steady release G: {G:.3f} J/m^2")
print(f"steady release G: {G_eV:.4f} eV/angstrom^2")
print(f"uniaxial estimate: {sigma**2 * h / (2 * E):.3f} J/m^2")
print(f"finite elements, bed like film: {G_same:.4f} J/m^2")
print(f"finite elements, glass bed: {G_soft:.4f} J/m^2")
print(f"smallest face opening, bed like film: {gap_same:.3f} nm")
print(f"smallest face opening, glass bed: {gap_soft:.3f} nm")
print(f"finite-element cell size: {CELL:.0f} nm")
for a, value in short.items():
    print(f"G at crack length {a} h, glass bed: {value:.2f} J/m^2")
print(f"glass modulus (rough): {E_glass:.0f} GPa")
print(f"glass Poisson's ratio (rough): {nu_glass:.2f} (no unit)")
print(f"glass thickness (rough): {H_glass:.0f} nm")
print(f"gain if y constraint is lost: {100 * (stored_3d / G - 1):.1f} %")
print(f"stress-gradient amplitude (chosen): {s_grad:.2f} GPa")
print(f"gain from stress gradient: {100 * gradient_gain:.1f} %")
print(f"loss from finite glass plate: {100 * plate_loss:.2f} %")
print(f"same loss, leading formula: {100 * plate_leading:.2f} %")
print(f"expansion mismatch (rough): {d_alpha:.1e} 1/K")
print(f"cooling (chosen): {d_T:.0f} K")
print(f"added thermal stress: {d_sigma:.3f} GPa")
print(f"gain from cooling: {100 * thermal_gain:.1f} %")
print(f"release strain normal to front: {100 * sigma / M_film:.3f} %")
print("OK")
```

It prints:

```
film thickness h: 1000 nm
film stress sigma: 1.00 GPa
Young's modulus E: 200 GPa
Poisson's ratio nu: 0.25 (no unit)
plane-strain modulus of film: 213.3 GPa
biaxial strain ahead: 0.375 %
stress along front behind tip: 0.750 GPa
stored energy ahead: 3.750 J/m^2
energy kept behind: 1.406 J/m^2
steady release G: 2.344 J/m^2
steady release G: 0.1463 eV/angstrom^2
uniaxial estimate: 2.500 J/m^2
finite elements, bed like film: 2.3426 J/m^2
finite elements, glass bed: 2.3418 J/m^2
smallest face opening, bed like film: 3.326 nm
smallest face opening, glass bed: 3.386 nm
finite-element cell size: 250 nm
G at crack length 1 h, glass bed: 2.26 J/m^2
G at crack length 2 h, glass bed: 2.29 J/m^2
G at crack length 4 h, glass bed: 2.32 J/m^2
glass modulus (rough): 70 GPa
glass Poisson's ratio (rough): 0.20 (no unit)
glass thickness (rough): 700000 nm
gain if y constraint is lost: 60.0 %
stress-gradient amplitude (chosen): 0.30 GPa
gain from stress gradient: 3.0 %
loss from finite glass plate: 1.65 %
same loss, leading formula: 1.67 %
expansion mismatch (rough): 3.0e-06 1/K
cooling (chosen): 100 K
added thermal stress: 0.080 GPa
gain from cooling: 16.6 %
release strain normal to front: 0.469 %
OK
```
